# Gibbs–Konovalov Slopes, Congruent Points and the Dilute Liquidus Limit

## Which heat belongs in the slope?

Suppose a solidification calculation needs the liquidus slope of a binary alloy, and the Gibbs energies of liquid and solid are known. The slope contains a heat of melting, and one must decide which. Two candidates are the difference between the molar enthalpies of the coexisting phases, and the heat absorbed when a little solid dissolves in much liquid. In the model worked out below, at 20 at.% solute, the first, with the pure solids as energy zeros, gives a slope of −718 K per unit mole fraction and the second −677 K. The second is correct. The same equation settles when a boundary is horizontal, and how a fusion enthalpy can be inferred from a dilute liquidus.

## Setting and conventions

Liquid \(l\) and solid \(s\) of components A and B coexist at fixed pressure. The mole fraction of B is \(x\), with values \(x_l\) and \(x_s\) in the two phases. Each phase has a molar Gibbs energy \(G(x,T)\), smooth for \(0<x<1\). A prime on \(G\), \(S\) or \(H\) means \(\partial/\partial x\) at fixed \(T\). Both phases are locally stable, \(G''>0\). Slopes are in kelvin per unit mole fraction, written simply as K.

For \(N=N_A+N_B\) moles the total Gibbs energy is \(N\,G(N_B/N,T)\). Since \(\partial x/\partial N_A=-x/N\) and \(\partial x/\partial N_B=(1-x)/N\), the chemical potentials are
\[
\mu_A=G-xG',\qquad \mu_B=G+(1-x)G'.
\]
The partial molar entropies and enthalpies follow by the same rule, for example \(S_A=S-xS'\) and \(S_B=S+(1-x)S'\).

## How the potentials change

At fixed pressure \(dG=-S\,dT+G'dx\). Differentiating \(\partial G/\partial T=-S\) with respect to \(x\) gives \(\partial G'/\partial T=-S'\), so \(dG'=-S'dT+G''dx\). Therefore
\[
\begin{aligned}
d\mu_A&=dG-G'dx-x\,dG'\\
&=-(S-xS')\,dT-xG''dx=-S_A\,dT-xG''dx,\\
d\mu_B&=dG-G'dx+(1-x)\,dG'\\
&=-S_B\,dT+(1-x)G''dx.
\end{aligned}
\]

## The liquidus slope

Equilibrium requires \(\mu_A^l=\mu_A^s\) and \(\mu_B^l=\mu_B^s\). Along the coexistence curves these equalities persist, so \(d\mu_i^l=d\mu_i^s\) for both components. We want \(dx_l/dT\) without \(dx_s\). Multiply the A equation by \(1-x_s\), the B equation by \(x_s\), and add.

On the solid side the coefficient of \(G_s''dx_s\) is
\[
-(1-x_s)x_s+x_s(1-x_s)=0,
\]
which is the Gibbs–Duhem relation. On the liquid side the coefficient of \(G_l''dx_l\) is
\[
-(1-x_s)x_l+x_s(1-x_l)=x_s-x_l .
\]
Write \(x_A^s=1-x_s\) and \(x_B^s=x_s\), and likewise for the liquid. The sum becomes
\[
-\sum_i x_i^sS_i^l\,dT+(x_s-x_l)G_l''dx_l=-\sum_i x_i^sS_i^s\,dT,
\]
or
\[
(x_s-x_l)G_l''dx_l=\sum_i x_i^s(S_i^l-S_i^s)\,dT .
\]
Because \(\mu_i=H_i-TS_i\) is equal in the two phases, \(T(S_i^l-S_i^s)=H_i^l-H_i^s\). Define
\[
Q_s=(1-x_s)(H_A^l-H_A^s)+x_s(H_B^l-H_B^s).
\]
Then, for \(Q_s\neq0\),
\[
\boxed{\frac{dT}{dx_l}=\frac{(x_s-x_l)\,T\,G_l''}{Q_s}}
\]

## The solidus slope

Now use the liquid composition as weights: \(1-x_l\) for A and \(x_l\) for B. The term in \(G_l''\) cancels, and the solid contributes the coefficient \(-(1-x_l)x_s+x_l(1-x_s)=x_l-x_s\). Hence
\[
-\sum_i x_i^lS_i^l\,dT=-\sum_i x_i^lS_i^s\,dT+(x_l-x_s)G_s''dx_s .
\]
Moving terms across and replacing entropies by enthalpies gives, for \(Q_l\neq0\),
\[
\boxed{\frac{dT}{dx_s}=\frac{(x_s-x_l)\,T\,G_s''}{Q_l}},\qquad
Q_l=\sum_i x_i^l(H_i^l-H_i^s).
\]
These two results are the Gibbs–Konovalov equations. When both heats are positive, the sign of either slope is the sign of \(x_s-x_l\): the boundaries rise with \(x\) where the solid is richer in B than the liquid, and fall where it is poorer.

If \(Q_l=0\) while the compositions differ, the relation before division gives \(dx_s/dT=0\), a vertical tangent in a plot of \(T\) against \(x\). The same holds for the liquidus if \(Q_s=0\).

## What the heats mean

Dissolve one mole of solid in so much coexisting liquid that the liquid composition hardly changes. The liquid gains \(\sum_i x_i^sH_i^l\) and the solid loses \(\sum_i x_i^sH_i^s\). The heat absorbed is \(Q_s\). Likewise \(Q_l\) is the heat absorbed per mole of liquid drawn from a large amount of coexisting solid.

The difference of molar enthalpies is another quantity. From \(H_l=\sum_i x_i^lH_i^l\), \(H_s=\sum_i x_i^sH_i^s\) and \(H_B^l-H_A^l=H_l'\),
\[
Q_s-(H_l-H_s)=\sum_i(x_i^s-x_i^l)H_i^l=(x_s-x_l)H_l'.
\]
Moreover, \(H_l-H_s\) depends on the energy zeros when the compositions differ. Adding a constant \(a\) to the enthalpy of A in both phases changes it by \((x_s-x_l)a\), whereas \(Q_s\) contains only differences for the same component and does not change.

## A worked slope

Take round model parameters. Pure A melts at \(T_A=1200\) K with fusion enthalpy \(\Delta H_A=12000\) J/mol, and pure B at \(T_B=1000\) K with \(\Delta H_B=9000\) J/mol. The fusion enthalpies are independent of temperature, and the pure solids are the energy zeros. Each phase has ideal mixing entropy plus an excess Gibbs energy \(x(1-x)W\), with
\[
W_l=-4000+2T,\qquad W_s=8000-T
\]
in J/mol for \(T\) in K.

The excess enthalpy is \(x(1-x)w\) with \(w=W-T\,dW/dT\), so \(w_l=-4000\) and \(w_s=8000\) J/mol. Its partial molar parts are
\[
\begin{aligned}
w[x(1-x)-x(1-2x)]&=wx^2 &&\text{for A},\\
w[x(1-x)+(1-x)(1-2x)]&=w(1-x)^2 &&\text{for B}.
\end{aligned}
\]

At \(x_l=0.20\), equality of the chemical potentials gives \(x_s=0.0849\) and \(T=1068.16\) K. In J/mol,
\[
\begin{aligned}
H_A^l-H_A^s&=12000-4000(0.20)^2-8000(0.0849)^2\approx11782,\\
H_B^l-H_B^s&=9000-4000(0.80)^2-8000(0.9151)^2\approx-259 .
\end{aligned}
\]
The weighted sums are
\[
\begin{aligned}
Q_s&=0.9151(11782)+0.0849(-259)\approx10760,\\
Q_l&=0.80(11782)+0.20(-259)\approx9374 .
\end{aligned}
\]
With \(G_l''=59235\) and \(G_s''=100464\) J/mol,
\[
\begin{aligned}
\frac{dT}{dx_l}&=\frac{(0.0849-0.20)(1068.16)(59235)}{10760}\approx-677\ \text{K},\\
\frac{dT}{dx_s}&=\frac{(0.0849-0.20)(1068.16)(100464)}{9374}\approx-1318\ \text{K}.
\end{aligned}
\]
Finite differences along the numerically traced boundaries give the same values. Using \(H_l-H_s=10139\) J/mol in place of \(Q_s\) gives the −718 K quoted at the start, about 6% too steep relative to the correct slope. The size of this error belongs to the choice of the pure solids as energy zeros: the heat is off by \((x_s-x_l)H_l'\), and \(H_l'\) changes when the zero of A is shifted relative to that of B. Here \(H_l'=9000-12000-4000(1-0.40)=-5400\) J/mol. With the pure liquids as zeros, \(H_l'=-2400\) J/mol and the same substitution gives about −695 K. It gives the correct slope only for zeros that happen to make \(H_l'=0\) at \(x_l\), whereas −677 K holds for every choice.

## Congruent points are stationary

At a congruent point solid and liquid have the same composition \(x_c\), with \(0<x_c<1\). The heats then coincide:
\[
Q_s=Q_l=H_l(x_c)-H_s(x_c)\equiv\Delta H .
\]
If \(\Delta H\neq0\), putting \(x_s=x_l\) in the slope equations gives zero slope on both boundaries.

Conversely, let one boundary be horizontal at an interior point, with finite heat. Since \(T>0\) and \(G''>0\), the numerator can vanish only through \(x_s=x_l\). The condition \(G''>0\) matters: if \(G''=0\) in the phase concerned, its boundary can be horizontal although the compositions differ.

We should also check that smooth boundaries pass through the congruent point. Define \(F_i=\mu_i^l-\mu_i^s\). The conditions \(F_A=F_B=0\) are equivalent to
\[
(1-x_c)F_A+x_cF_B=0,\qquad F_B-F_A=G_l'-G_s'=0 .
\]
At \(x_l=x_s=x_c\) both composition terms cancel from the differential of the first condition. With \(\Delta S=\Delta H/T\), the two differentials are
\[
\begin{aligned}
-\Delta S\,dT&=0,\\
G_l''dx_l-G_s''dx_s-(S_l'-S_s')\,dT&=0 .
\end{aligned}
\]
The determinant of the coefficients of \(dx_s\) and \(dT\) has magnitude \(G_s''|\Delta S|\), which is not zero. By the implicit function theorem \(x_s\) and \(T\) are smooth functions of \(x_l\) nearby, and
\[
\frac{dx_s}{dx_l}=\frac{G_l''}{G_s''}\quad\text{at } x_c .
\]
This ratio is positive, so \(x_l\) is also a smooth function of \(x_s\).

## When they are extrema

A zero slope alone does not prove an extremum. Write the liquidus equation as \(Q_s\,dT/dx_l=(x_s-x_l)TG_l''\) and differentiate along the curve. At \(x_c\) the terms containing \(dT/dx_l\) or \(x_s-x_l\) vanish, leaving
\[
\frac{d^2T}{dx_l^2}=\frac{TG_l''}{\Delta H}\left(\frac{dx_s}{dx_l}-1\right)
=\frac{TG_l''(G_l''-G_s'')}{G_s''\,\Delta H}.
\]
For the solidus,
\[
\frac{d^2T}{dx_s^2}=\frac{TG_s''}{\Delta H}\left(1-\frac{dx_l}{dx_s}\right)
=\frac{TG_s''(G_l''-G_s'')}{G_l''\,\Delta H}.
\]
Both curvatures have the same sign. For \(\Delta H>0\), the point is a minimum if \(G_l''>G_s''\) and a maximum if \(G_l''<G_s''\). Thus a congruent point is proved to be an extremum under the conditions \(\Delta H\neq0\) and \(G_l''\neq G_s''\). The first cannot be dropped: for an ideal solid and \(G_l-G_s=10000(x-\tfrac12)^2-0.01(T-1000)^2\) J/mol, \(\Delta H=0\) at \(x_c=\tfrac12\), \(T=1000\) K, and a liquidus branch passes through this point with a slope of about 1265 K.

The geometry explains the sign. At the congruent temperature the two Gibbs energy curves touch at \(x_c\). If the liquid curve bends more strongly, it lies above the solid curve on both sides. The neighbouring compositions are still solid and, for \(\Delta H>0\), need a higher temperature to melt, so \(x_c\) is a minimum.

The worked model has a congruent minimum at \(x_c=0.614\) and \(T=843.1\) K. There \(\Delta H=7314\), \(G_l''=34201\) and \(G_s''=15260\) J/mol, so
\[
\begin{aligned}
\frac{d^2T}{dx_l^2}&=\frac{843.1(34201)(18941)}{15260(7314)}\approx4893\ \text{K},\\
\frac{d^2T}{dx_s^2}&=\frac{843.1(15260)(18941)}{34201(7314)}\approx974\ \text{K}.
\end{aligned}
\]
Exchanging \(W_l\) and \(W_s\) gives \(G_l''=32745<G_s''=48792\) J/mol and a congruent maximum at \(x_c=0.396\), \(T=1325.6\) K. The curvatures are then −1043 K for the liquidus and −2317 K for the solidus. In both models the tests confirm these formulas against the traced curves.

## A congruent point that is not an extremum

If \(G_l''=G_s''\) at \(x_c\), both second derivatives vanish and the next order decides. Now \(dx_s/dx_l=1\). Differentiating the liquidus equation twice, and dropping all terms that vanish at \(x_c\), gives
\[
\Delta H\frac{d^3T}{dx_l^3}=TG_l''\frac{d^2x_s}{dx_l^2}.
\]
Differentiating \(G_l'(x_l,T)=G_s'(x_s,T)\) twice along the curve gives \(G_l'''=G_s'''+G_s''\,d^2x_s/dx_l^2\), because the first two derivatives of \(T\) are zero. Hence
\[
\frac{d^3T}{dx_l^3}=\frac{T(G_l'''-G_s''')}{\Delta H}.
\]
If this is not zero, the liquidus has a horizontal inflection. So has the solidus, since \(x_l-x_c\) and \(x_s-x_c\) agree to first order.

An example has an ideal solid, a liquid excess energy \(c\,x(1-x)(1-2x)\), and the same fusion entropy \(\Delta S\) for A and B. With \(y=x-\tfrac12\) and \(T_c=(T_A+T_B)/2\),
\[
\begin{aligned}
G_l-G_s&=\Delta S[T_c+y(T_B-T_A)-T]-2cy(\tfrac14-y^2)\\
&=\Delta S(T_c-T)+y\left[\Delta S(T_B-T_A)-\tfrac c2\right]+2cy^3 .
\end{aligned}
\]
Choose \(T_A=900\) K, \(T_B=1100\) K, \(\Delta S=10\) J/(mol K) and \(c=4000\) J/mol. The bracket vanishes, so at \(T_c=1000\) K and \(y=0\) the two curves agree in value, slope and curvature. The third derivative of \(T\) is \(12c/\Delta S=4800\) K, hence \(T\approx1000+800y^3\) in K near the point. At \(y=\mp0.1\) this leading term predicts shifts of ∓0.80 K. The traced liquidus gives 999.28 K at \(x_l=0.4\) and 1000.88 K at \(x_l=0.6\), that is −0.72 and +0.88 K. The temperature rises through the congruent point.

## The dilute limit

Let B be a dilute solute that enters each phase as single, non-dissociating substitutional atoms. The mixing entropy then contributes \(RT/[x(1-x)]\) to \(G''\). If the excess part of \(G''\) stays finite, \(xG''\to RT\) as \(x\to0\). Define the partition coefficient \(k=\lim x_s/x_l\). If the partial enthalpies of B stay finite, their weights vanish and \(Q_s,Q_l\to\Delta H_A\).

For the liquidus,
\[
(x_s-x_l)G_l''=\left(\frac{x_s}{x_l}-1\right)x_lG_l''\to(k-1)RT_A ,
\]
and therefore the limiting slope is
\[
\boxed{m_l=-\frac{(1-k)RT_A^2}{\Delta H_A}}
\]
For the solidus with \(k>0\), \((x_s-x_l)G_s''=(1-x_l/x_s)\,x_sG_s''\to(1-1/k)RT_A\), so
\[
m_s=\frac{k-1}{k}\,\frac{RT_A^2}{\Delta H_A}=\frac{m_l}{k}.
\]
At \(x=0\) the compositions coincide, yet the slope is not zero unless \(k=1\), because \(G''\) diverges as the composition difference vanishes. This is why the congruent-point theorem is restricted to interior points. For \(\Delta H_A>0\), a small addition of a solute with \(k<1\) lowers the liquidus, and one with \(k>1\) raises it. This concerns the initial slope only: the model with \(W_l\) and \(W_s\) exchanged has \(k>1\), yet its liquidus at \(x_l=0.9\) lies at 1153 K, below \(T_A\).

In the worked model, equal potentials of B at \(x\to0\) read \(\Delta G_B+RT_A\ln x_l+W_l=RT_A\ln x_s+W_s\), where \(\Delta G_B=\Delta H_B(1-T_A/T_B)=-1800\) J/mol is the fusion Gibbs energy of B at \(T_A\). At 1200 K, \(W_l=-1600\) and \(W_s=6800\) J/mol, so
\[
\ln k=\frac{-1800-1600-6800}{R(1200)}\approx-1.022,\qquad k\approx0.360 .
\]
Here \(RT_A^2/\Delta H_A\approx998\) K. Thus \(m_l\approx-0.640(998)\approx-639\) K, or −6.39 K per at.%, and \(m_s\approx-1776\) K. With \(W_l\) and \(W_s\) exchanged, \(k=1.938\) and the liquidus rises at 936 K.

## Inferring a fusion enthalpy

Solved for the enthalpy, the limit reads \(\Delta H_A=(1-k)RT_A^2/(-m_l)\). With data at finite \(x_l\), one may replace \(k\) by \(x_s/x_l\) and \(m_l\) by the chord slope \((T-T_A)/x_l\). For the model with the minimum this gives:

| \(x_l\) | \(T\) (K) | Dilute line (K) | Inferred \(\Delta H_A\) (J/mol) |
|---|---|---|---|
| 0.01 | 1193.60 | 1193.61 | 11935 |
| 0.05 | 1167.79 | 1168.06 | 11666 |
| 0.10 | 1135.05 | 1136.12 | 11301 |

The true value is 12000 J/mol. At \(x_l=0.05\) the straight line misses the temperature by 0.27 K, but the inferred enthalpy is 2.8% low. The ratio \(x_s/x_l\) has risen from 0.360 to 0.372, which lowers \(1-k\) by about 2.0%. The chord, −644 K, is about 0.8% steeper than the limiting slope. Both changes reduce the inferred enthalpy. The size of the bias belongs to this model: if both components are given a heat capacity of fusion of 10 J/(mol K), the limiting formula still holds, but the value inferred at \(x_l=0.05\) is 11516 J/mol, 4.0% low. A liquidus that looks straight is therefore not enough; the inferred values should be extrapolated to zero solute.

## Values computed for the example and the checks

```
Pure A: T_A = 1200 K, fusion enthalpy = 12000 J/mol
Pure B: T_B = 1000 K, fusion enthalpy = 9000 J/mol
--- Model with congruent minimum: W_liq = 2*T - 4000, W_sol = 8000 - T J/mol (T in K)
x_liq = 0.05: x_sol = 0.0186, T = 1167.79 K
  liquidus slope: traced -649.55, formula -649.55 K
  solidus slope: traced -1683.39, formula -1683.39 K
x_liq = 0.20: x_sol = 0.0849, T = 1068.16 K
  liquidus slope: traced -676.89, formula -676.89 K
  solidus slope: traced -1317.79, formula -1317.79 K
  G_liq'' = 59235, G_sol'' = 100464 J/mol
  Q_sol = 10760.2, Q_liq = 9374.0, H_liq - H_sol = 10138.6 J/mol
  liquidus slope if H_liq - H_sol replaced Q_sol: -718.39 K
x_liq = 0.40: x_sol = 0.2273, T = 933.08 K
  liquidus slope: traced -648.69, formula -648.69 K
  solidus slope: traced -630.30, formula -630.30 K
x_liq = 0.80: x_sol = 0.8816, T = 898.55 K
  liquidus slope: traced 463.73, formula 463.73 K
  solidus slope: traced 551.10, formula 551.10 K
Largest slope error, 10 tie-lines, both curves: 5.4e-05 K
Congruent point: x = 0.6139, T = 843.11 K, heat of melting = 7314.0 J/mol
  G_liq'' = 34201, G_sol'' = 15260 J/mol, dx_sol/dx_liq = 2.2412
  liquidus curvature: traced 4893.4, formula 4893.6 K
  solidus curvature: traced 974.2, formula 974.2 K
Dilute B in A: k = 0.3598
  liquidus slope: traced -638.79, formula -638.79 K (-6.388 K per at.%)
  solidus slope: traced -1775.59, formula -1775.59 K
  x_liq = 0.01: T = 1193.60 K, dilute line 1193.61 K, inferred H_A = 11935 J/mol
  x_liq = 0.05: T = 1167.79 K, dilute line 1168.06 K, inferred H_A = 11666 J/mol
  x_liq = 0.10: T = 1135.05 K, dilute line 1136.12 K, inferred H_A = 11301 J/mol
--- Model with congruent maximum: W_liq = 8000 - T, W_sol = 2*T - 4000 J/mol (T in K)
Largest slope error, 10 tie-lines, both curves: 1.1e-04 K
Congruent point: x = 0.3957, T = 1325.60 K, heat of melting = 13682.4 J/mol
  G_liq'' = 32745, G_sol'' = 48792 J/mol, dx_sol/dx_liq = 0.6711
  liquidus curvature: traced -1043.4, formula -1043.4 K
  solidus curvature: traced -2316.5, formula -2316.5 K
Dilute B in A: k = 1.9377
  liquidus slope: traced 935.57, formula 935.57 K (9.356 K per at.%)
  solidus slope: traced 482.83, formula 482.83 K
--- Model with equal G'' at the congruent point
Melting points 900 and 1100 K, cubic excess term 4000 J/mol
Congruent point: x = 0.50, T = 1000.000 K
  x_liq = 0.30: x_sol = 0.3249, T = 994.788 K
  x_liq = 0.40: x_sol = 0.4070, T = 999.283 K
  x_liq = 0.60: x_sol = 0.6069, T = 1000.883 K
  x_liq = 0.70: x_sol = 0.7235, T = 1007.537 K
```
